# Sheet resistance from two four-probe readings without knowing the probe spacings: test program

```python
"""
Result under test: four collinear point probes 1,2,3,4 on an infinite sheet obey
    exp(2 pi RA/Rs) - exp(2 pi RB/Rs) = 1     for any spacings, where
    RA = (V2-V3)/I, current in at 1 and out at 4,
    RB = (V2-V4)/I, current in at 1 and out at 3,
    Rs = sheet resistance (ohm per square).
Thus Rs follows from RA and RB alone. Positions are complex numbers: the real
part lies along the probe line, the imaginary part across it.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import k0

rng = np.random.default_rng(7)
LN4 = np.log(4.0)
K = 4 * np.log(4.0) - 3 * np.log(3.0)


def dual_sheet(RA, RB):
    """Sheet resistance from the two readings, no spacings used."""
    RC = RA - RB
    assert RA > 0 and RC > 0

    def excess(Rs):
        return np.exp(-2*np.pi*RA/Rs) + np.exp(-2*np.pi*RC/Rs) - 1
    low = 0.999 * 2*np.pi*min(RA, RC) / np.log(2)
    high = 1.001 * 2*np.pi*max(RA, RC) / np.log(2)
    return brentq(excess, low, high, xtol=1e-14, rtol=1e-15)


def sheet_kernel(z, w):
    return -np.log(abs(z - w))


def readings(p, kernel=sheet_kernel):
    """RA and RB for unit sheet resistance, from a point-source potential."""
    def transfer(source, sink, plus, minus):
        return (kernel(p[plus], p[source]) - kernel(p[plus], p[sink])
                - kernel(p[minus], p[source])
                + kernel(p[minus], p[sink])) / (2*np.pi)
    return transfer(0, 3, 1, 2), transfer(0, 2, 1, 3)


def voltage_by_path(source, sink, plus, minus, current, Rs):
    """Line integral of the electric field on a half circle above the line."""
    centre, radius = (plus + minus)/2, (minus - plus)/2

    def integrand(t):
        z = centre - radius*np.exp(-1j*t)
        dz = 1j*radius*np.exp(-1j*t)
        field_conj = current*Rs/(2*np.pi) * (1/(z-source) - 1/(z-sink))
        return (field_conj*dz).real
    return quad(integrand, 0, np.pi, epsabs=1e-14, epsrel=1e-12, limit=300)[0]


def gradient(f, x, h=1e-4):
    x = np.array(x, float)
    g = []
    for i in range(len(x)):
        step = np.zeros(len(x))
        step[i] = h
        g.append((f(x + step) - f(x - step)) / (2*h))
    return np.array(g)


# --- Field integrals against logarithms, and recovery at random spacings
worst_path = 0.0
for _ in range(20):
    x = np.cumsum(rng.uniform(0.5, 2.0, 4))
    VA = voltage_by_path(x[0], x[3], x[1], x[2], 1.0, 1.0)
    VB = voltage_by_path(x[0], x[2], x[1], x[3], 1.0, 1.0)
    assert np.allclose([VA, VB], readings(x), atol=1e-9)
    worst_path = max(worst_path, abs(dual_sheet(VA, VB) - 1))
assert worst_path < 1e-7

# --- Infinite square network of 1 ohm resistors: a sheet of 1 ohm per square,
#     solved from Kirchhoff's laws with no logarithm assumed


def network_resistance(n):
    """Resistance between two nodes n bonds apart on one lattice row."""
    def integrand(k):
        s = np.sin(k/2)
        return -np.expm1(-2*n*np.arcsinh(s)) / (2*s*np.sqrt(1 + s*s)) / np.pi
    edges = [0, 0.01, 0.1, 1.0, np.pi]
    return sum(quad(integrand, a, b, epsabs=1e-13, epsrel=1e-12, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


assert abs(network_resistance(1) - 0.5) < 1e-10
nodes = [0, 40, 95, 140]


def network_kernel(z, w):
    return -np.pi * network_resistance(abs(z - w))


net_A, net_B = readings(nodes, network_kernel)
net_dual = dual_sheet(net_A, net_B)
net_single = 2*np.pi*net_A/LN4
assert abs(net_dual - 1) < 1e-4          # lattice corrections fall as 1/n^2
assert abs(net_single - 1) > 0.05

# --- First-order sensitivities at equal spacing (spacing = 1)
equal = np.arange(4.0)
RA0, RB0 = readings(equal)
noise_weights = gradient(lambda e: dual_sheet(RA0*(1+e[0]), RB0*(1+e[1])), [0, 0])
weight_A, weight_B = 4*np.log(4)/K, -3*np.log(3)/K
assert np.allclose(noise_weights, [weight_A, weight_B], atol=1e-6)
noise_gain = np.hypot(weight_A, weight_B)

single_grad = gradient(lambda x: 2*np.pi*readings(x)[0]/LN4, equal)
assert np.allclose(single_grad, np.array([1, -3, 3, -1])/(2*LN4), atol=1e-6)
single_rms = np.sqrt(5)/LN4
assert abs(np.linalg.norm(single_grad) - single_rms) < 1e-6
same_grad = gradient(lambda x: dual_sheet(*readings(x)), equal)
assert np.max(abs(same_grad)) < 1e-8
reland_grad = gradient(
    lambda x: dual_sheet(readings(x[:4])[0], readings(x[4:])[1]),
    np.concatenate([equal, equal]))
reland_rms = 4*np.sqrt(10)/K
assert abs(np.linalg.norm(reland_grad) - reland_rms) < 1e-5

# --- Offsets across the line: second order, never too high
y_small = np.array([0.003, -0.005, 0.004, -0.002])
third_difference = y_small @ np.array([-1, 3, -3, 1])
bias_exact = dual_sheet(*readings(equal + 1j*y_small)) - 1
bias_formula = -third_difference**2/(6*K)
assert abs(bias_exact/bias_formula - 1) < 1e-3
for _ in range(200):
    p = equal + rng.uniform(-0.1, 0.1, 4) + 1j*rng.uniform(-0.2, 0.2, 4)
    assert dual_sheet(*readings(p)) < 1 + 1e-12

# --- Worked example: boron-implanted layer, rough typical values
active_density = 1.0e15        # cm^-2
mobility = 60.0                # cm2/Vs
depth_nm = 200.0
current = 1.0e-4               # A
pitch = 1000.0                 # um
Rs_true = 1/(const.e*mobility*active_density)
dx = np.array([10.0, -8.0, 12.0, -5.0])
dy = np.array([8.0, -10.0, 6.0, -7.0])
dx_second = np.array([-6.0, 9.0, 4.0, -8.0])
x_um = pitch*equal + dx
VA = voltage_by_path(x_um[0], x_um[3], x_um[1], x_um[2], current, Rs_true)
VB = voltage_by_path(x_um[0], x_um[2], x_um[1], x_um[3], current, Rs_true)
RA, RB = VA/current, VB/current
Rs_dual = dual_sheet(RA, RB)
Rs_A, Rs_B = 2*np.pi*RA/LN4, 2*np.pi*RB/np.log(3)
assert abs(Rs_dual/Rs_true - 1) < 1e-7
assert abs(Rs_A/Rs_true - 1) > 0.01
trial = np.linspace(0.2, 5, 400)*Rs_true
balance = np.exp(-2*np.pi*RA/trial) + np.exp(-2*np.pi*(RA-RB)/trial)
assert np.all(np.diff(balance) > 0)

offset_error = dual_sheet(*readings(x_um + 1j*dy)) - 1
reland_error = dual_sheet(readings(x_um)[0],
                          readings(pitch*equal + dx_second)[1]) - 1

# --- Round wafer with an insulating edge (mm)
wafer_radius, edge_distance = 150.0, 6.0


def disc_kernel(z, w):
    return -np.log(abs(z-w)) - np.log(abs(1 - z*np.conj(w)/wafer_radius**2))


centre = wafer_radius - edge_distance
radial = centre + equal - 1.5
parallel = centre + 1j*(equal - 1.5)
for angle in (0.01, 0.05, 0.5, 2.0):
    def pair_potential(r):
        z = r*np.exp(1j*angle)
        return disc_kernel(z, parallel[0]) - disc_kernel(z, parallel[3])
    slope = (pair_potential(wafer_radius+1e-3)
             - pair_potential(wafer_radius-1e-3))/2e-3
    assert abs(slope) < 1e-6             # no current crosses the edge
edge = {}
for name, p in (("radial", radial), ("parallel", parallel)):
    a_read, b_read = readings(p, disc_kernel)
    edge[name] = (2*np.pi*a_read/LN4 - 1, dual_sheet(a_read, b_read) - 1)
assert abs(edge["radial"][1]) < 1e-9
assert abs(edge["radial"][0]) > 0.005
assert abs(edge["parallel"][1]) < abs(edge["parallel"][0])

# --- Leakage through the junction, linear at small bias (cm)
temperature = 296.0
thermal_voltage = const.k*temperature/const.e
h = 1e-3
laplacian = ((k0(0.5+h) - 2*k0(0.5) + k0(0.5-h))/h**2
             + (k0(0.5+h) - k0(0.5-h))/(2*h)/0.5)
assert abs(laplacian/k0(0.5) - 1) < 1e-4
assert abs(2*np.pi*1e-4*(k0(0.5e-4) - k0(1.5e-4))/1e-4/(2*np.pi) - 1.0986) < 1e-3
leak = {}
for J0 in (1e-7, 1e-4):
    length = np.sqrt(thermal_voltage/J0/Rs_true)
    pair = readings(0.1*equal, lambda z, w: k0(abs(z-w)/length))
    leak[J0] = (length, dual_sheet(*pair) - 1)
contact_radius = 10.0          # um
tip_voltage = current*Rs_true/(2*np.pi)*np.log(3*pitch/contact_radius)
assert tip_voltage < thermal_voltage
voltage_noise = 2e-4
tcr = 1e-3                     # per K, rough


def pct(value):
    return f"{100*value:.4f} %"


print("INPUTS (rough typical values for a boron implant in silicon)")
print(f"active sheet density = {active_density:.2e} cm^-2")
print(f"hole mobility = {mobility:.1f} cm2/Vs")
print(f"layer depth = {depth_nm:.0f} nm; current = {current*1e3:.2f} mA")
print(f"nominal pitch = {pitch:.0f} um; in-line errors = {dx} um")
print(f"actual spacings = {np.diff(x_um)} um")
print(f"true sheet resistance = {Rs_true:.4f} ohm/sq")
print("READINGS AND RESULT")
print(f"V_A = {VA*1e3:.5f} mV; V_B = {VB*1e3:.5f} mV")
print(f"R_A = {RA:.5f} ohm; R_B = {RB:.5f} ohm; R_C = {RA-RB:.5f} ohm")
print(f"exp(2 pi R_A/Rs) = {np.exp(2*np.pi*RA/Rs_dual):.5f}")
print(f"exp(2 pi R_B/Rs) = {np.exp(2*np.pi*RB/Rs_dual):.5f}")
print(f"Rs from both readings = {Rs_dual:.4f} ohm/sq")
print(f"Rs from A, equal spacing assumed = {Rs_A:.4f} ohm/sq")
print(f"Rs from B, equal spacing assumed = {Rs_B:.4f} ohm/sq")
print(f"error of A alone = {pct(Rs_A/Rs_true-1)}; B alone = {pct(Rs_B/Rs_true-1)}")
print(f"active density implied by A alone = {1/(const.e*mobility*Rs_A):.4e} cm^-2")
print("SENSITIVITIES AT EQUAL SPACING")
print(f"single-reading factor pi/ln2 = {np.pi/np.log(2):.5f}")
print(f"K = 4 ln4 - 3 ln3 = {K:.5f}; 6K = {6*K:.4f}")
print(f"noise weights A, B = {weight_A:.4f}, {weight_B:.4f}; rms gain = {noise_gain:.4f}")
print(f"single: rms error = {single_rms:.4f} sigma/s; 10 um: {pct(single_rms*10/pitch)}")
print(f"re-landed pair: rms = {reland_rms:.4f} sigma/s; 10 um: {pct(reland_rms*10/pitch)}")
print("CHECKS")
print(f"largest relative error, 20 random probe sets = {worst_path:.1e}")
print(f"network nodes = {nodes}; true value = 1 ohm/sq")
print(f"network: both readings = {net_dual:.6f}; A alone = {net_single:.4f} ohm/sq")
print("NEGLECTED EFFECTS (relative error of Rs from both readings)")
print(f"offsets across the line {dy} um: {pct(offset_error)}")
print(f"re-landing before B, new in-line errors {dx_second} um: {pct(reland_error)}")
print(f"voltage noise {pct(voltage_noise)} rms in each reading: {pct(noise_gain*voltage_noise)} rms")
print(f"wafer radius = {wafer_radius:.0f} mm; probe centre to edge = {edge_distance:.0f} mm")
print(f"radial line: A alone {pct(edge['radial'][0])}; both {edge['radial'][1]:.1e} (fraction)")
print(f"line parallel to edge: A alone {pct(edge['parallel'][0])}; both {pct(edge['parallel'][1])}")
for J0, (length, error) in leak.items():
    print(f"leakage J0 = {J0:.0e} A/cm2: decay length {length:.2f} cm; error {100*error:.2e} %")
print(f"tip voltage = {tip_voltage*1e3:.2f} mV; kT/q at {temperature:.0f} K = {thermal_voltage*1e3:.2f} mV")
print(f"contact radius {contact_radius:.0f} um: order (radius/pitch)^2 = {pct((contact_radius/pitch)**2)}")
print(f"layer depth / pitch = {depth_nm*1e-3/pitch:.1e}")
print(f"temperature change of 1 K, rough coefficient {tcr:.0e} per K: {pct(tcr)}")
print("all tests passed")
```

Printed output:

```
INPUTS (rough typical values for a boron implant in silicon)
active sheet density = 1.00e+15 cm^-2
hole mobility = 60.0 cm2/Vs
layer depth = 200 nm; current = 0.10 mA
nominal pitch = 1000 um; in-line errors = [10. -8. 12. -5.] um
actual spacings = [ 982. 1020.  983.] um
true sheet resistance = 104.0252 ohm/sq
READINGS AND RESULT
V_A = 2.35776 mV; V_B = 1.90182 mV
R_A = 23.57761 ohm; R_B = 19.01822 ohm; R_C = 4.55940 ohm
exp(2 pi R_A/Rs) = 4.15413
exp(2 pi R_B/Rs) = 3.15413
Rs from both readings = 104.0252 ohm/sq
Rs from A, equal spacing assumed = 106.8622 ohm/sq
Rs from B, equal spacing assumed = 108.7690 ohm/sq
error of A alone = 2.7273 %; B alone = 4.5603 %
active density implied by A alone = 9.7345e+14 cm^-2
SENSITIVITIES AT EQUAL SPACING
single-reading factor pi/ln2 = 4.53236
K = 4 ln4 - 3 ln3 = 2.24934; 6K = 13.4960
noise weights A, B = 2.4652, -1.4652; rms gain = 2.8678
single: rms error = 1.6130 sigma/s; 10 um: 1.6130 %
re-landed pair: rms = 5.6235 sigma/s; 10 um: 5.6235 %
CHECKS
largest relative error, 20 random probe sets = 2.7e-15
network nodes = [0, 40, 95, 140]; true value = 1 ohm/sq
network: both readings = 1.000053; A alone = 1.2000 ohm/sq
NEGLECTED EFFECTS (relative error of Rs from both readings)
offsets across the line [  8. -10.   6.  -7.] um: -0.0295 %
re-landing before B, new in-line errors [-6.  9.  4. -8.] um: 7.7199 %
voltage noise 0.0200 % rms in each reading: 0.0574 % rms
wafer radius = 150 mm; probe centre to edge = 6 mm
radial line: A alone 1.5913 %; both -1.3e-15 (fraction)
line parallel to edge: A alone 1.5392 %; both 0.0489 %
leakage J0 = 1e-07 A/cm2: decay length 49.52 cm; error -3.39e-04 %
leakage J0 = 1e-04 A/cm2: decay length 1.57 cm; error -3.40e-01 %
tip voltage = 9.44 mV; kT/q at 296 K = 25.51 mV
contact radius 10 um: order (radius/pitch)^2 = 0.0100 %
layer depth / pitch = 2.0e-04
temperature change of 1 K, rough coefficient 1e-03 per K: 0.1000 %
all tests passed
```
